# Two-pole continuation of a five-pole self-energy: error away from the gap

## Problem

In a GW calculation the correlation self-energy can be computed on the imaginary frequency axis, where it is smooth, and then continued to real energies through a fitted model. This exercise measures the error of that step in a model case where the true self-energy is known. Only fits with real poles and residues are treated; fits with complex parameters give other numbers.

Energies are in eV and the zero of energy is at midgap. The diagonal matrix element of the correlation self-energy is

$$
\Sigma(z)=\sum_{j=1}^{5}\frac{r_j}{z-p_j},\qquad r_j>0,
$$

with these round model parameters:

| $j$ | 1 | 2 | 3 | 4 | 5 |
|---|---|---|---|---|---|
| $p_j$ (eV) | −30 | −18 | −12 | 14 | 26 |
| $r_j$ (eV²) | 20 | 12 | 6 | 10 | 25 |

The negative poles belong to electron removal, the positive ones to electron addition. The gap edges are at $-2$ and $+2$ eV. The same $\Sigma$ is used for every level, so that only the position of the level changes.

The quasiparticle energy $E$ solves $E=\varepsilon+\Sigma(E)$. The bare level $\varepsilon$ is the mean-field energy with its exchange-correlation potential removed and exact exchange added. Between $-12$ and $14$ eV, $\Sigma$ is real and finite, and all levels considered have $E$ in this interval.

**(a)** Find the two-pole model $M(z)=\dfrac{a_1}{z-b_1}+\dfrac{a_2}{z-b_2}$, with real parameters, that reproduces $\Sigma(i\omega)$ at $\omega_1=5$ eV and $\omega_2=20$ eV.

**(b)** Place $E$ at distances $d=0,2,4,6,8,9$ eV outside each gap edge. Tabulate $\delta=E'-E$, where $E'=\varepsilon+M(E')$ is the energy obtained from the model with the same $\varepsilon$.

**(c)** Derive a closed expression for $\Sigma-M$. Where must its magnitude grow as the level moves outward?

**(d)** Replace the two samples by a least-squares fit to 21 samples from 0 to 40 eV. Do the quasiparticle energies improve?

## Solution

### (a) The fit

Since $1/(i\omega-p)=(-p-i\omega)/(p^2+\omega^2)$, the samples are

$$
\Sigma(i\omega)=-\sum_j\frac{r_jp_j}{p_j^2+\omega^2}-i\omega\sum_j\frac{r_j}{p_j^2+\omega^2},
$$

which gives

$$
\Sigma(5i)=0.132864-0.862104\,i,\qquad \Sigma(20i)=0.053245-1.660027\,i .
$$

Two complex samples are four real data, as many as the model has parameters. The equations become linear if the model is written as one fraction,

$$
M=\frac{A}{Q},\qquad A=\alpha_1z+\alpha_0,\qquad Q=z^2+q_1z+q_0=(z-b_1)(z-b_2).
$$

Write $\Sigma(i\omega)=R+iI$. The condition $A(i\omega)=\Sigma(i\omega)Q(i\omega)$ reads

$$
\alpha_0+i\omega\alpha_1=(R+iI)\,(q_0-\omega^2+i\omega q_1),
$$

and its real and imaginary parts are

$$
\alpha_0=R(q_0-\omega^2)-I\omega q_1,\qquad
\alpha_1=\frac{I}{\omega}(q_0-\omega^2)+Rq_1 .
$$

Each of these holds at both frequencies. Equating the two expressions for $\alpha_0$, and then the two for $\alpha_1$, gives

$$
0.07962\,q_0-28.890\,q_1=-17.977,\qquad
-0.08942\,q_0+0.07962\,q_1=28.890 .
$$

The solution, computed with unrounded coefficients, is $q_0=-323.324$ eV² and $q_1=-0.26882$ eV. Then $\alpha_0=-47.439$ eV³ and $\alpha_1=60.023$ eV². The model poles are the roots of $Q$:

$$
b_{1,2}=0.1344\mp\sqrt{0.1344^2+323.324}=-17.847,\ 18.116\ \text{eV}.
$$

Each residue is $A$ at the pole divided by the other factor of $Q$:

$$
a_1=\frac{60.023(-17.847)-47.439}{-35.963}=31.11\ \text{eV}^2,\qquad
a_2=\frac{60.023(18.116)-47.439}{35.963}=28.92\ \text{eV}^2 .
$$

The model has one pole on each side of the gap, and both lie farther out than the innermost true poles at $-12$ and $14$ eV. On the imaginary axis from 0 to 40 eV the largest misfit $|M-\Sigma|$ is 0.12 eV.

### (b) The quasiparticle errors

For each chosen $E$, the bare level is $\varepsilon=E-\Sigma(E)$. The model equation $x-\varepsilon-M(x)=0$ is a cubic with several roots, so one must be selected. Because $a_1,a_2>0$, $M$ decreases between its poles, and the left side rises from $-\infty$ at $b_1$ to $+\infty$ at $b_2$. There is therefore one root in between, and this is $E'$. By the same argument, $E$ is the only root of the true equation between $-12$ and $14$ eV.

Take $E=-8$ eV:

$$
\Sigma(-8)=\frac{20}{22}+\frac{12}{10}+\frac{6}{4}-\frac{10}{22}-\frac{25}{34}=2.4193\ \text{eV},
$$

$$
M(-8)=\frac{31.106}{9.847}-\frac{28.917}{26.116}=2.0516\ \text{eV}.
$$

Hence $\varepsilon=-8-2.4193=-10.4193$ eV. The root of the model equation is $E'=-8.2680$ eV, so $\delta=-0.2680$ eV.

This error can be traced to the self-energy error $D=\Sigma-M$. Subtracting the two quasiparticle equations gives

$$
\delta=M(E')-\Sigma(E)=\big[M(E')-M(E)\big]-D(E).
$$

For each model pole,

$$
\frac{1}{E'-b_k}-\frac{1}{E-b_k}=-\frac{\delta}{(E-b_k)(E'-b_k)} .
$$

Inserting this and collecting the terms in $\delta$,

$$
\delta=-\frac{D(E)}{1+\displaystyle\sum_{k}\frac{a_k}{(E-b_k)(E'-b_k)}} .
$$

Both $E$ and $E'$ lie between $b_1$ and $b_2$, so both products in the denominator are positive. Thus $\delta$ has the sign opposite to $D$, and where $D\neq0$ it is smaller in magnitude. Replacing $E'$ by $E$ on the right gives a one-step estimate. At $-8$ eV,

$$
\delta\approx-\frac{0.3676}{1+31.106/9.847^2+28.917/26.116^2}=-\frac{0.3676}{1.363}=-0.270\ \text{eV},
$$

close to the full result.

The table also lists $Z=1/(1-\Sigma'(E))$, the weight of the level in the Green's function $1/(z-\varepsilon-\Sigma(z))$. All columns except $Z$ are in eV.

| $d$ | $E$ | $\varepsilon$ | $\Sigma-M$ | $Z$ | $\delta$ |
|---|---|---|---|---|---|
| 0 | −2 | −2.55 | 0.0210 | 0.83 | −0.0176 |
| 2 | −4 | −4.99 | 0.0486 | 0.80 | −0.0398 |
| 4 | −6 | −7.55 | 0.1256 | 0.75 | −0.0986 |
| 6 | −8 | −10.42 | 0.3676 | 0.63 | −0.2680 |
| 8 | −10 | −14.39 | 1.4534 | 0.36 | −0.9048 |
| 9 | −11 | −18.69 | 4.1416 | 0.14 | −2.0855 |
| 0 | 2 | 2.22 | 0.0056 | 0.84 | −0.0047 |
| 2 | 4 | 4.63 | −0.0030 | 0.82 | 0.0025 |
| 4 | 6 | 7.11 | −0.0289 | 0.79 | 0.0231 |
| 6 | 8 | 9.77 | −0.1127 | 0.71 | 0.0846 |
| 8 | 10 | 12.86 | −0.4154 | 0.57 | 0.2780 |
| 9 | 11 | 14.84 | −0.8523 | 0.44 | 0.5158 |

At the gap edges the errors are at most about 0.02 eV. This smallness belongs to the model, whose nearest poles are 10 eV or more from the edges. A real GW self-energy can have poles much closer. For Li$_2$ and Na$_2$ (one-shot GW from PBE, small basis sets), with quasiparticle gaps near 4.4 eV, the innermost poles lie about 3 eV from midgap, and the same two-sample fit misses the gap-edge levels by roughly 0.1 to 0.8 eV. The 4 eV gap itself is wrong by $-0.0047+0.0176=0.013$ eV, or 0.3% of its value. Nine eV below the valence edge the error is 2.1 eV.

In that last valence row the one-step estimate, $-2.44$ eV, is too large in magnitude. The level has moved so far towards $b_1$ that $E'-b_1$ is clearly smaller than $E-b_1$, which enlarges the true denominator.

The low $Z$ in that row is a warning of another kind. The weights of all roots of the true equation add up to 1, because the Green's function tends to $1/z$ at large $z$. With $Z=0.14$, most of the weight sits at other roots, and a single quasiparticle energy no longer describes the level well.

### (c) The closed form of the error

Let $W(z)=(z^2+\omega_1^2)(z^2+\omega_2^2)$ and consider

$$
F(z)=\frac{Q(z)\Sigma(z)-A(z)}{W(z)} .
$$

The numerator vanishes at $i\omega_1$ and $i\omega_2$ by the fit conditions. It also vanishes at $-i\omega_1$ and $-i\omega_2$, because all coefficients are real and complex conjugation carries one condition into the other. The zeros of $W$ are thereby cancelled, and only the poles at $p_j$ remain. Since $F$ vanishes at infinity, it equals the sum of its pole terms:

$$
F(z)=\sum_j\frac{w_jQ(p_j)}{z-p_j},\qquad w_j=\frac{r_j}{W(p_j)}>0 .
$$

At large $z$, $Q\Sigma$ and $A$ grow no faster than $z$, while $W$ grows as $z^4$. So $F$ falls off at least as fast as $z^{-3}$. Expanding $1/(z-p_j)=1/z+p_j/z^2+\dots$, the coefficients of $1/z$ and $1/z^2$ must vanish:

$$
\sum_jw_jQ(p_j)=0,\qquad \sum_jw_jp_jQ(p_j)=0 .
$$

Now multiply $F$ by $Q(z)$ and use the identity $Q(z)=Q(p_j)+(z-p_j)(z+p_j+q_1)$:

$$
Q(z)F(z)=\sum_j\frac{w_jQ(p_j)^2}{z-p_j}+\sum_jw_jQ(p_j)\,(z+q_1+p_j).
$$

The last sum is zero by the two conditions just found. Since $\Sigma-M=(Q\Sigma-A)/Q=WF/Q$,

$$
\boxed{\ \Sigma(z)-M(z)=\frac{W(z)}{Q(z)^2}\,S(z),\qquad S(z)=\sum_j\frac{w_jQ(p_j)^2}{z-p_j}\ }
$$

The factor $W$ makes the error vanish at the samples.

**Where the error vanishes.** For real $x$ between $-12$ and $14$ eV, every term of $S$ decreases with $x$. $S$ runs from $+\infty$ at the left end to $-\infty$ at the right end. The factor $W/Q^2$ is positive and finite there, because both model poles lie outside the interval. The error thus has one zero in the interval, found numerically at $x_0=3.50$ eV. There the positive terms of the removal poles cancel the negative terms of the addition poles.

**Where it must grow.** $W$ increases with $|x|$. The magnitude $|Q|=(x-b_1)(b_2-x)$ is largest at the midpoint of the model poles, 0.13 eV, and falls on either side.

- Moving left from $x=0$, $W$ rises, $|Q|$ falls, and $S$ is positive and rising. So $|D|$ grows all the way to $-12$ eV.
- Moving right from $x_0$, $W$ rises, $|Q|$ falls, and $S$ is negative and growing in magnitude. So $|D|$ grows all the way to $14$ eV.

Growth is therefore assured on the whole valence side, but on the conduction side only beyond 3.50 eV. The table shows the exception: between $E=2$ and $E=4$ eV the error changes sign and its magnitude drops.

This argument concerns $D$. The denominator in the formula for $\delta$ varies too, so growth of $|\delta|$ does not follow from it. The numerical check confirms that growth on fine grids, from $-2$ to $-11.5$ eV and from just above $x_0$ to $13.5$ eV.

**Why the samples do not prevent it.** At $-11$ eV the term of the pole at $-12$ eV supplies 3.87 of the 4.14 eV in $\Sigma-M$. The level is 1 eV from that pole, whereas a point $i\omega$ on the imaginary axis is never closer to it than 12 eV. From there, the poles at $-12$, $-18$ and $-30$ eV can be replaced by one pole near $-18$ eV at little cost. A level close to one of them feels the difference.

**The limit at the pole.** As $E\to-12$ eV from above, $\Sigma(E)\to+\infty$ and $\varepsilon\to-\infty$. The model equation can then hold between $b_1$ and $b_2$ only if $M(E')\to+\infty$, that is, $E'\to b_1$. So $D$ diverges, but the quasiparticle error stays finite:

$$
\delta\to b_1-p_3=-17.85+12=-5.85\ \text{eV}.
$$

Beyond $-12$ eV the true equation has its roots in the other intervals between poles and below the lowest pole, and the pairing of $E$ with $E'$ used here no longer applies.

### (d) Least squares with 21 samples

Now $\sum_n|M(i\omega_n)-\Sigma(i\omega_n)|^2$ is minimised over $\omega_n=0,2,\dots,40$ eV, with equal weights and one model pole on each side of midgap. The poles move outward to $-19.30$ and $19.62$ eV. The root-mean-square misfit at these samples falls from 0.061 eV for the two-sample model to 0.027 eV.

The quasiparticle energies do not improve. The error is larger in magnitude in all twelve rows of the table, for example:

| $E$ (eV) | $\delta$, two samples (eV) | $\delta$, least squares (eV) |
|---|---|---|
| −11 | −2.09 | −2.64 |
| −8 | −0.268 | −0.422 |
| −2 | −0.018 | −0.041 |
| 2 | −0.005 | 0.014 |
| 8 | 0.085 | 0.217 |
| 11 | 0.516 | 0.842 |

In this model, then, the fit with half the root-mean-square misfit over 0 to 40 eV gives the worse real-axis energies. Its misfit is not smaller everywhere: at $\omega=0$, 2 and 5 eV it is 0.013, 0.030 and 0.046 eV, against 0.011, 0.010 and 0 for the two-sample model. The outcome also depends on the sampling range. With 21 samples from 0 to 10 eV the least-squares poles lie at $-16.5$ and $17.1$ eV, and all six errors listed above are smaller than for the two-sample model. For the range 0 to 40 eV the opposite holds. The least-squares poles lie farther from the innermost true poles at $-12$ and $14$ eV than the two-sample poles do. The closed form in (c) does not apply to this fit, since it need not match $\Sigma$ at any sample. Even so, the tabulated errors grow with distance on both sides of the gap.

This example shows that a smaller misfit on the imaginary axis does not guarantee a smaller quasiparticle error. The error at a given level depends on which fit is used, and for both fits the largest tabulated errors occur at the levels closest to true poles that the model has merged.

## Calculated quantities

```
True poles p (eV): [-30. -18. -12.  14.  26.]
True residues r (eV^2): [20. 12.  6. 10. 25.]
Gap edges (eV): -2.0 and 2.0
Sigma(i*5 eV): Re 0.132864, Im -0.862104 eV
Sigma(i*20 eV): Re 0.053245, Im -1.660027 eV
alpha0 = -47.43857 eV^3, alpha1 = 60.02253 eV^2
q0 = -323.32377 eV^2, q1 = -0.26882 eV
Two-sample model poles b (eV): -17.8473, 18.1161
Two-sample residues a (eV^2): 31.1060, 28.9165
Sum of residues: true 73.00, model 60.02 eV^2
Midpoint of model poles: 0.1344 eV
Zero of Sigma-M between inner poles: 3.5034 eV
Least squares: 21 samples, 0 to 40 eV
Least-squares poles (eV): -19.3045, 19.6175
Least-squares residues (eV^2): 34.0776, 31.7982
RMS misfit on imaginary axis, two-sample: 0.0606 eV
RMS misfit on imaginary axis, least sq.: 0.0274 eV
Max misfit, 0-40 eV, two-sample: 0.1214 eV
Max misfit, 0-40 eV, least sq.: 0.0457 eV
Self-energy at the exact level (eV; Z has no unit)
  dist      E       eps    Sigma        M  Sigma-M      Z
   0.0   -2.0   -2.5464   0.5464   0.5254   0.0210  0.831
   2.0   -4.0   -4.9875   0.9875   0.9389   0.0486  0.804
   4.0   -6.0   -7.5521   1.5521   1.4265   0.1256  0.750
   6.0   -8.0  -10.4193   2.4193   2.0516   0.3676  0.633
   8.0  -10.0  -14.3889   4.3889   2.9354   1.4534  0.360
   9.0  -11.0  -18.6912   7.6912   3.5497   4.1416  0.136
   0.0    2.0    2.2214  -0.2214  -0.2270   0.0056  0.838
   2.0    4.0    4.6277  -0.6277  -0.6247  -0.0030  0.822
   4.0    6.0    7.1111  -1.1111  -1.0822  -0.0289  0.785
   6.0    8.0    9.7677  -1.7677  -1.6550  -0.1127  0.714
   8.0   10.0   12.8612  -2.8612  -2.4458  -0.4154  0.567
   9.0   11.0   14.8375  -3.8375  -2.9852  -0.8523  0.443
Quasiparticle error delta = E_model - E (eV)
     E   E_model    delta  one-step  delta(least sq.)
  -2.0   -2.0176  -0.0176   -0.0176   -0.0407
  -4.0   -4.0398  -0.0398   -0.0398   -0.0891
  -6.0   -6.0986  -0.0986   -0.0988   -0.1866
  -8.0   -8.2680  -0.2680   -0.2697   -0.4219
 -10.0  -10.9048  -0.9048   -0.9427   -1.2103
 -11.0  -13.0855  -2.0855   -2.4397   -2.6359
   2.0    1.9953  -0.0047   -0.0047    0.0136
   4.0    4.0025   0.0025    0.0025    0.0451
   6.0    6.0231   0.0231    0.0231    0.1001
   8.0    8.0846   0.0846    0.0848    0.2168
  10.0   10.2780   0.2780    0.2808    0.5119
  11.0   11.5158   0.5158    0.5299    0.8420
Sigma-M at -11 eV: 4.1416 eV, of which pole at -12 eV: 3.8731 eV
Sigma-M at +11 eV: -0.8523 eV, of which pole at 14 eV: -0.7850 eV
```
